\section*{Why IP-EOM-CCSD misplaces the core line and satellites of neon}

\section*{Question}

IP-EOM-CCSD gives outer-valence ionization energies with errors of a few tenths of an eV, as the $2p$ value of neon below illustrates. Why does the same method put the $1s$ binding energy of neon too high by about an eV, and why are the satellites of the core line much further off?

\section*{Answer}

\subsection*{What the method can represent}

Let $|0\rangle$ be the Hartree--Fock determinant of the neutral atom. Indices $i,j$ denote its occupied spin orbitals (holes when emptied), and $a$ an empty one (a particle when filled). CCSD writes the neutral ground state as $e^{T}|0\rangle$ with $T=T_1+T_2$. An ionized state is written as
\begin{equation}
|\Psi_k\rangle=e^{T}R_k|0\rangle,\qquad
R_k=\sum_i r_i\,a_i+\tfrac12\sum_{ija}r_{ij}^{a}\,a_a^\dagger a_j a_i .
\end{equation}
The first term of $R_k$ makes one-hole (1h) configurations, the second makes two-hole--one-particle (2h1p) configurations. Inserting this in $H|\Psi_k\rangle=E_k|\Psi_k\rangle$ and multiplying from the left by $e^{-T}$ gives
\begin{equation}
\bar H R_k|0\rangle=E_kR_k|0\rangle,\qquad \bar H=e^{-T}He^{T}.
\end{equation}
The binding energy, counted positive, is $E_k-E_{\rm CCSD}$.

In the complete space of the ion, $\bar H$ has the eigenvalues of $H$, because the two are related by a similarity transformation. The approximation lies in stopping at 2h1p. The operator $\bar H$ still connects 1h and 2h1p to 3h2p configurations, and these couplings are dropped.

The function $e^{T}R_k|0\rangle$ does contain 3h2p determinants, for instance from $T_2a_{1s}|0\rangle$. Their coefficients, however, are products of the amplitudes in $R_k$ with those in $T$, which was determined for the neutral atom. They cannot be varied independently to describe the response to the hole.

\subsection*{Relaxation is an exponential}

When a $1s$ electron is removed, the other electrons feel a less screened nucleus and their orbitals contract. In mean field, each remaining occupied orbital acquires an admixture of empty ones, up to a change of normalization and a mixing among occupied orbitals:
\begin{equation}
a_i^\dagger\;\rightarrow\; a_i^\dagger+\sum_a s_{ai}a_a^\dagger .
\end{equation}
The small admixture of the emptied $1s$ spin orbital is left out here. Define $S=\sum_{ai}s_{ai}a_a^\dagger a_i$. Then $[S,a_i^\dagger]=\sum_a s_{ai}a_a^\dagger$, and a further commutator with $S$ vanishes, so that $e^{S}a_i^\dagger e^{-S}=a_i^\dagger+\sum_a s_{ai}a_a^\dagger$. Since $S$ gives zero on the vacuum, the product of all the changed creation operators is
\begin{equation}
|{\rm relaxed}\rangle\propto e^{S}a_{1s}|0\rangle
=\left(1+S+\tfrac12S^2+\dots\right)a_{1s}|0\rangle .
\end{equation}
Each factor $S$ adds one hole and one particle. The terms are therefore 1h, 2h1p, 3h2p and so on, and $R_k$ has room for the first two.

For neon in the 6-31G basis the relaxed determinant has weights 0.831, 0.156, 0.0125 and 0.0006 on 1h, 2h1p, 3h2p and 4h3p. The missing part is thus little more than one per cent of the norm, but the energies involved are large. To see its cost free of correlation, one can use the one-body mean-field Hamiltonian of the relaxed ion, of which the relaxed determinant is an eigenstate. Diagonalizing this operator in a truncated space gives an energy that is too high by

\begin{center}
\begin{tabular}{lr}
space kept & excess (eV)\\
1h & 14.7\\
1h + 2h1p & 1.8\\
1h + 2h1p + 3h2p & 0.1
\end{tabular}
\end{center}

By this measure the quadratic term of relaxation is worth more than an eV. The same holds for $\bar H$: adding to the 1h and 2h1p space a single function, the 3h2p part of the relaxed determinant, moves the error of the main line in this basis from $+1.16$ to $-0.40$ eV. The 1.8 eV belongs to this one-body operator, in which the field of the relaxed ion is held fixed. It is not the error of IP-EOM-CCSD, which works with the full electron--electron interaction, including terms that create and destroy pairs of excitations.

\subsection*{A model with one relaxation mode}

Replace the hole--particle excitations that describe the contraction by one oscillator with operators $b,b^\dagger$. In the presence of the hole take
\begin{equation}
H=A\,b^\dagger b+\tfrac{B}{2}\left(b^{\dagger2}+b^2\right)-g\,(b+b^\dagger),\qquad A>B\ge0 .
\end{equation}
States with 0, 1 and 2 quanta stand for 1h, 2h1p and 3h2p. The hole drives the mode with strength $g$. The term in $B$ creates pairs of quanta and is present without the hole too: it is the model's ground-state correlation.

\emph{The exact levels.} Shift the operator, $b\to b+\alpha$. The terms linear in $b+b^\dagger$ have the coefficient $(A+B)\alpha-g$, which vanishes for $\alpha=g/(A+B)$. The constant left over is
\begin{equation}
(A+B)\alpha^2-2g\alpha=-\frac{g^2}{A+B}\equiv-E_R ,
\end{equation}
where $E_R$ is the relaxation energy. What remains is the Hamiltonian without the hole, so all levels are lowered by $E_R$.

\emph{The dressing.} The counterpart of $e^{T}$ is $e^{\tau}$ with $\tau=\tfrac t2b^{\dagger2}$. From $[b,b^{\dagger2}]=2b^\dagger$ follows $e^{-\tau}be^{\tau}=b+tb^\dagger$, while $b^\dagger$ is unchanged. With
\begin{equation}
(b+tb^\dagger)^2=b^2+2t\,b^\dagger b+t+t^2b^{\dagger2}
\end{equation}
the transformed Hamiltonian becomes
\begin{align}
\bar H={}&(A+Bt)\,b^\dagger b+\tfrac B2b^2+\tfrac{Bt}{2}
+\left(At+\tfrac B2+\tfrac B2t^2\right)b^{\dagger2}\nonumber\\
&-g\left[b+(1+t)b^\dagger\right].
\end{align}
As in coupled-cluster theory, $t$ is fixed without the hole, by requiring that the coefficient of $b^{\dagger2}$ vanish. The root that goes to zero with $B$ is
\begin{equation}
t=\frac{w-A}{B},\qquad w=\sqrt{A^2-B^2},\qquad A+Bt=w .
\end{equation}
For $g=0$ the operator $\bar H$ is triangular in the number of quanta, since $b^2$ only lowers it. Its eigenvalues are the diagonal elements $nw+Bt/2$. Measured from the hole-free ground state, the exact levels with the hole are thus $-E_R$ for the main line and $w-E_R$ for the first satellite.

\emph{The cut.} Keep at most one quantum, as IP-EOM-CCSD keeps 1h and 2h1p. The term $b^2$ has no element in this space, and
\begin{equation}
\bar H\to\begin{pmatrix}0&-g\\-g(1+t)&w\end{pmatrix},\qquad
E(E-w)=G,\qquad G=g^2(1+t).
\end{equation}
The two solutions are
\begin{equation}
E_\mp=\frac w2\mp\sqrt{\frac{w^2}{4}+G}\,,\qquad
E_-=-\frac Gw+\frac{G^2}{w^3}-\dots
\label{eq:cut}
\end{equation}

\subsection*{Why the satellite suffers more than the main line}

Take $B=0$ first. Then $t=0$, $w=A$ and $G=g^2=E_RA$, so for $E_R\ll A$
\begin{align}
E_-&\simeq-E_R+\frac{E_R^2}{A}, &\text{error }&+\frac{E_R^2}{A},\\
E_+&\simeq A+E_R-\frac{E_R^2}{A}, &\text{error }&+2E_R-\frac{E_R^2}{A}.
\end{align}
The main-line error is of second order in the relaxation energy and the satellite error of first order. Perturbation theory shows the reason. The one-quantum state is pushed up by $g^2/A=E_R$ by the state below it and down by $2g^2/A=2E_R$ by the two-quantum state above it, which leaves the correct shift $-E_R$. The cut removes the downward push.

In the atom, a satellite is a core hole plus an excited electron, and so a 2h1p state at the outset. The contraction of the spectator electrons around it needs one more factor $S$, and that leads to 3h2p. The method lets the main line relax linearly, but leaves the spectators of the satellite in orbitals that do not respond. This is the sense in which 2h1p states are described to low order.

\subsection*{Why the main-line error is moderate, and can change sign}

For $B>0$ the linear response itself is altered. Put $p=\sqrt{A+B}$ and $q=\sqrt{A-B}$, so that $w=pq$, $A=(p^2+q^2)/2$ and $B=(p^2-q^2)/2$. Then
\begin{equation}
t=\frac{pq-\frac12(p^2+q^2)}{\frac12(p^2-q^2)}=-\frac{(p-q)^2}{(p-q)(p+q)}=-\frac{p-q}{p+q},
\qquad 1+t=\frac{2q}{p+q}.
\end{equation}
With $E_R=g^2/p^2$ this gives
\begin{equation}
\frac Gw=\frac{2g^2}{p(p+q)}=E_R\,\frac{2p}{p+q}=E_R(1-t)>E_R .
\end{equation}
To leading order in $g$ the truncated method relaxes too much. The missing correction comes from the two-quantum state. Its amplitude is $g^2(1+t)^2/(\sqrt2\,w^2)$ to leading order, and $\tfrac B2b^2$ returns it to the zero-quantum state with matrix element $B/\sqrt2$. The energy contribution is
\begin{equation}
\frac{Bg^2(1+t)^2}{2w^2}=\frac{g^2}{p^2}\,\frac{p-q}{p+q}=-tE_R ,
\end{equation}
which restores $-E_R(1-t)-tE_R=-E_R$.

Leaving out two quanta thus has two effects of opposite sign: quadratic relaxation is lost, which raises the main line, and a correlation term is lost, which lowers it. Which one wins follows from the secular function $f(E)=E^2-wE-G$ at the exact energy:
\begin{equation}
f(-E_R)=E_R^2+wE_R-w(1-t)E_R=E_R\,(E_R+tw).
\end{equation}
If this is positive, the negative number $-E_R$ lies below the lower root $E_-$, and the calculated line is too high. In the model, overestimation therefore requires
\begin{equation}
E_R>|t|\,w .
\label{eq:condition}
\end{equation}
It is a property of strong relaxation and not a variational bound; $\bar H$ is not Hermitian and provides none.

\subsection*{Numbers for the model}

Take $A=60$ eV, $B=24$ eV and $E_R=20$ eV. Then $g=\sqrt{20\times84}=40.99$ eV, $w=\sqrt{3600-576}=54.99$ eV and $t=(54.99-60)/24=-0.209$. The threshold in (\ref{eq:condition}) is $0.209\times54.99\simeq11.5$ eV, so the main line must come out too high. With $G=1680\times0.7913=1329.4$ eV$^2$,
\begin{equation}
E_\mp=27.495\mp\sqrt{756.0+1329.4}=27.495\mp45.666\ \text{eV},
\end{equation}
that is, $-18.17$ and $73.16$ eV. The exact values are $-20.00$ and $34.99$ eV. The main line is too high by 1.8 eV, the satellite by 38 eV. The linear term alone would give $-24.17$ eV, 4.2 eV too low. The coupling is too strong here for the expansion in (\ref{eq:cut}), which converges only for $4G\le w^2$, so the closed form of the root has to be used.

With two quanta allowed, the levels are $-20.58$ and $40.53$ eV. The main line now overshoots by 0.6 eV and the satellite error falls to 5.5 eV. These parameters are round values, not fitted to neon. The model has one mode and no spin, so it explains signs and orders of magnitude and does not predict the atomic values.

\subsection*{Neon against full CI}

In the 6-31G basis, with nine orbitals, full CI can be done for the atom and the ion, and $\bar H$ can be diagonalized in successively larger spaces. The errors below are relative to full CI in the same basis. A and B are the two lowest core-hole satellites with the symmetry of the main line ($^2S$) found by IP-EOM-CCSD, each compared with the full CI state that it overlaps most.

\begin{center}
\begin{tabular}{lrrrr}
 & full CI & \multicolumn{3}{c}{error (eV), space up to}\\
line & (eV) & 2h1p & 3h2p & 4h3p\\
$1s$ main & 872.84 & $+1.16$ & $-0.39$ & $-0.06$\\
satellite A & 928.20 & $+18.7$ & $+1.4$ & $-0.2$\\
satellite B & 943.80 & $+32.4$ & $+5.2$ & $-0.4$
\end{tabular}
\end{center}

The column headed 2h1p is IP-EOM-CCSD. Adding 3h2p configurations, with $T$ unchanged, lowers the main line by $1.16+0.39\simeq1.5$ eV and satellite A by about 17 eV. This identifies the missing configurations as the source of the errors. The overshoot of the main line at the 3h2p stage has the sign found in the model with the parameters above. That sign depends on the parameters: for $B=0$ the cut is variational and the error is positive, and it is also positive for $B=12$ eV at $E_R=20$ eV and for $E_R=45$ eV at $B=24$ eV. A small negative error must remain even in the complete space: the binding energy is measured from $E_{\rm CCSD}$, which lies 0.02 eV above the full CI energy of the neutral atom.

The spacing between main line and satellite A is $928.20-872.84=55.4$ eV in full CI. IP-EOM-CCSD makes it $55.4+18.7-1.2=72.9$ eV, so aligning the main lines does not repair the spectrum. The wave functions show the same ranking. The squared overlap with the full CI state is 0.96 for the main line, 0.78 for A and 0.53 for B. The last value still identifies the partner, since no other full CI state can then have an overlap above one half, but B is poorly described. Both satellites belong to a basis with four empty orbitals. They measure the error of the method and are not predictions of observed shake-up lines.

The $2p$ ionization is a contrast. Its full CI energy is 20.86 eV, and the IP-EOM-CCSD error is $-0.36$ eV: smaller, and of opposite sign. This is what the model gives when relaxation is too weak to satisfy (\ref{eq:condition}). That the same balance is at work in the $2p$ case is a conjecture, since its error was not decomposed.

\subsection*{The core line in a larger basis}

The uncontracted cc-pVTZ basis has 42 orbitals and lets the core contract more freely. Full CI is out of reach there. The reference is the difference of two CCSD(T) energies, one for the atom and one for the ion built on its own relaxed orbitals. Relaxation is then contained in the starting determinant, and the cluster operator needs to supply correlation alone. The empty $1s$ spin orbital is excluded from the ion's correlation treatment, so that the hole cannot be filled. In 6-31G this reference lies 0.17 eV above full CI.

IP-EOM-CCSD is used here with core--valence separation, which keeps the configurations with at least one $1s$ hole. In 6-31G this shifts the core line by $-0.01$ eV. In larger bases the shift is greater and varies in sign: $+0.05$ eV in cc-pCVTZ and $-0.14$ eV in uncontracted cc-pVQZ without $g$ functions. The $1s$ binding energies are

\begin{center}
\begin{tabular}{lr}
treatment & energy (eV)\\
Koopmans, no relaxation & 891.69\\
$\Delta$SCF & 868.51\\
$\Delta$CCSD(T) & 869.94\\
IP-EOM-CCSD & 870.81
\end{tabular}
\end{center}

These entries are not converged with respect to the basis to the digits shown; they move by about 0.1 eV. In cc-pCVTZ the last three are 868.55, 870.06 and 870.96 eV, so the difference of the last two stays at 0.9 eV, and in uncontracted cc-pVQZ without $g$ functions $\Delta$SCF is 868.40 eV and IP-EOM-CCSD 870.91 eV. The mean-field relaxation energy is $891.69-868.51=23.2$ eV. IP-EOM-CCSD recovers most of the effect and remains $870.81-869.94\simeq0.9$ eV above the reference. If the reference is again about 0.2 eV too high, which is plausible but not shown in this basis, the error is close to 1 eV. For neon the fair statement is therefore ``about an eV'': 1.2 eV against full CI in the small basis and 0.9 eV against $\Delta$CCSD(T) in the larger one.

All these energies are nonrelativistic. They also leave out the decay of the core hole and still contain a basis-set error, so the reference is not a substitute for experiment, and agreement of any one entry with a measured value would not by itself show that its treatment of relaxation is right. The values in the tables are listed in the numerical output below.

\subsection*{What would cure it}

The diagnosis points to two remedies. One can enlarge the ionization operator by 3h2p configurations, which in 6-31G brings the main line within 0.4 eV of full CI but leaves satellite B 5 eV off. Or one can start from orbitals optimized for the core-ionized state, as $\Delta$CCSD(T) does; this handles the main line at the CCSD(T) level but needs a separate calculation for each state. Improving $T$ for the neutral atom alone has little to offer here: in 6-31G its CCSD energy is only about 0.02 eV above full CI, and even the exact cluster operator, used with the same 1h and 2h1p space, only lowers the main-line error from 1.16 to 1.06 eV and changes the satellite errors by less than 0.2 eV. A better neutral ground state does not supply the missing response to the hole.

\section*{Numbers as computed}
\begin{verbatim}
MODEL, one relaxation mode
A: 60.000 eV
B: 24.000 eV
relaxation energy E_R: 20.000 eV
coupling g: 40.988 eV
mode energy w: 54.991 eV
pair amplitude t: -0.2087 (number)
main line, exact: -20.000 eV
main line, at most 1 quantum: -18.170 eV
main line, at most 2 quanta: -20.578 eV
linear term -g^2(1+t)/w: -24.174 eV
satellite, exact: 34.991 eV
satellite, at most 1 quantum: 73.161 eV
satellite, at most 2 quanta: 40.534 eV
NEON, 6-31G, number of orbitals: 9
1s Koopmans: 891.427 eV
1s Delta-SCF: 871.702 eV
relaxed determinant, weight of 1h: 0.83072 (fraction)
relaxed determinant, weight of 2h1p: 0.15618 (fraction)
relaxed determinant, weight of 3h2p: 0.01253 (fraction)
relaxed determinant, weight of 4h3p: 0.00056 (fraction)
ion mean-field energy, excess when cut after 1h: 14.699 eV
ion mean-field energy, excess when cut after 2h1p: 1.785 eV
ion mean-field energy, excess when cut after 3h2p: 0.123 eV
neutral CCSD minus full CI: 0.022 eV
1s main, full CI binding energy: 872.838 eV
1s main, IP-EOM-CCSD error: 1.157 eV
1s main, error with 3h2p added: -0.385 eV
1s main, error with 4h3p added: -0.061 eV
1s main, squared overlap EOM/full CI: 0.960 (fraction)
satellite A, full CI binding energy: 928.200 eV
satellite A, IP-EOM-CCSD error: 18.719 eV
satellite A, error with 3h2p added: 1.427 eV
satellite A, error with 4h3p added: -0.189 eV
satellite A, squared overlap EOM/full CI: 0.781 (fraction)
satellite B, full CI binding energy: 943.799 eV
satellite B, IP-EOM-CCSD error: 32.444 eV
satellite B, error with 3h2p added: 5.199 eV
satellite B, error with 4h3p added: -0.424 eV
satellite B, squared overlap EOM/full CI: 0.529 (fraction)
2p full CI binding energy: 20.859 eV
2p IP-EOM-CCSD error: -0.360 eV
1s Delta-CCSD(T) minus full CI: 0.166 eV
1s shift by core-valence separation: -0.012 eV
NEON, uncontracted cc-pVTZ, number of orbitals: 42
1s Koopmans: 891.693 eV
1s Delta-SCF: 868.510 eV
1s Delta-CCSD(T): 869.944 eV
1s IP-EOM-CCSD (core-valence separated): 870.809 eV
1s IP-EOM-CCSD minus Delta-CCSD(T): 0.865 eV
\end{verbatim}
